# Domain wall motion and strain: 180 degree and 90 degree walls

## The argument under review

The argument concerns a tetragonal ferroelectric whose domain walls move. It runs as follows.

> In a domain polarized along axis 3, a small change of polarization gives the strain $d\varepsilon_{33}=2Q_{11}P_s\,dP_3$. Moving a 180° wall changes the mean polarization by $\Delta\langle P_3\rangle$. The sample must therefore strain by $2Q_{11}P_s\,\Delta\langle P_3\rangle$, just as it would for any other wall. If this strain were absent, 180° walls could be left out of the strain response altogether.

The first sentence is correct. The inference from it is not, and neither is the fallback in the last sentence. The two errors have different origins and need separate answers.

## Where the first inference fails

Strain is measured from the cubic parent phase, and strains are small. With stress $\sigma$, compliance $s$ at fixed polarization and electrostriction tensor $Q$,

$$\varepsilon_{ij}=s_{ijkl}\sigma_{kl}+Q_{ijkl}P_kP_l .$$

Repeated indices are summed, and $s$ and $Q$ are taken as the same in all domains. For polarization $P$ along a cube axis and no stress, the strains along and across that axis are $Q_{11}P^2$ and $Q_{12}P^2$. Their spontaneous values are

$$e_\parallel=Q_{11}P_s^2,\qquad e_\perp=Q_{12}P_s^2,\qquad J\equiv e_\parallel-e_\perp .$$

The relation $d\varepsilon_{33}=2Q_{11}P\,dP$ holds at a point where $P$ changes slightly. A moving 180° wall does something else: it takes $P$ from $-P_s$ to $+P_s$ in the swept region and leaves it alone elsewhere. The strain change in the swept region is

$$\int_{-P_s}^{P_s}2Q_{11}P\,dP=Q_{11}\left[P_s^2-(-P_s)^2\right]=0 .$$

The argument held the factor $P$ at $P_s$ although it changes sign on the way.

The numbers show the size of the error. The model parameters are $Q_{11}=0.10$ and $Q_{12}=-0.04$ m⁴/C², with a Landau energy density $a_1P^2+a_{11}P^4$ along a cube axis, $a_1=-2.5\times10^8$ J m/C² and $a_{11}=2.0\times10^9$ J m⁵/C⁴. Setting the derivative $2a_1P+4a_{11}P^3$ to zero gives $P_s^2=-a_1/(2a_{11})=0.0625$ C²/m⁴, so $P_s=0.25$ C/m². Hence $e_\parallel=0.00625$, $e_\perp=-0.0025$ and $J=0.00875$. For $\Delta\langle P_3\rangle=0.10$ C/m² the argument predicts a strain of $2(0.10)(0.25)(0.10)=0.005$, four fifths of the spontaneous strain $e_\parallel$. The correct value is zero.

## From local strain to the strain of the sample

A sample with domains may contain internal stress, so the local result must be carried over to the mean. In equilibrium without body forces, $\partial_k\sigma_{ik}=0$, and therefore

$$\partial_k(\sigma_{ik}x_j)=x_j\,\partial_k\sigma_{ik}+\sigma_{ij}=\sigma_{ij}.$$

Integrating over the volume $V$ turns the left side into a surface integral of the traction $\sigma_{ik}n_k$ times $x_j$. The surface is free of traction, so $\langle\sigma_{ij}\rangle=0$. With uniform $s$, averaging the strain relation gives

$$\langle\varepsilon_{ij}\rangle=Q_{ijkl}\langle P_kP_l\rangle .$$

The mean of the product appears here, not the product of the means. If every domain is free of stress, the same result follows without assuming uniform $s$.

Let $f$ be the volume fraction with $P_3=+P_s$, the rest having $P_3=-P_s$. For thin walls,

$$\langle P_3\rangle=fP_s-(1-f)P_s=(2f-1)P_s,$$

$$\langle\varepsilon_{33}\rangle=fe_\parallel+(1-f)e_\parallel=e_\parallel .$$

The polarization changes by $2P_s\Delta f$, and $f$ has dropped out of the strain.

A wall of finite width needs one more step, because $P^2$ is reduced inside it. Take a plate $0<x<L$ with the wall normal along $x$ and $P_3=-P_s\tanh[(x-x_0)/w]$. Since $\tanh^2=1-\operatorname{sech}^2$,

$$\langle\varepsilon_{33}\rangle=e_\parallel\left\{1-\frac{w}{L}\left[\tanh\frac{L-x_0}{w}+\tanh\frac{x_0}{w}\right]\right\}\simeq e_\parallel\left(1-\frac{2w}{L}\right).$$

The last form holds when the wall is many widths from both surfaces. The deficit then travels with the wall and does not depend on $x_0$. It does change when the wall reaches a surface and disappears, which raises the mean strain by $2we_\parallel/L$.

For $L=30$ nm and $w=1$ nm, the wall was moved from 12 to 18 nm, so $\Delta f=6/30=0.2$. A plane-stress finite-element calculation for a plate 10 nm high along axis 3, with isotropic elasticity ($s_{11}=1.0\times10^{-11}$, $s_{12}=-3.0\times10^{-12}$ Pa⁻¹), which reads the mean strain from the boundary displacements, gives $0.005833$ at both positions, in agreement with $0.00625(1-2/30)$. The two positions are mirror images in the plate, so it is the value, not the equality, that tests the formula. The mean polarization goes from $-0.05$ to $+0.05$ C/m². The wall interior is stressed, with an elastic energy of about $3\times10^4$ J/m³ averaged over this plate; the value grows with the plate height, because the free edges relieve part of the stress. As the width goes to zero this energy vanishes with the stressed volume, although the stress in the middle of the wall does not. The mean strain stays constant under the motion even without that limit.

## Why a 90° wall is different

Now let a fraction $f$ have $\mathbf P=(P_s,0,0)$ and the rest $\mathbf P=(0,P_s,0)$. Averaging gives

$$\langle\mathbf P\rangle=P_s(f,\,1-f,\,0),$$

$$\langle\varepsilon_{11}\rangle=fe_\parallel+(1-f)e_\perp,\qquad \langle\varepsilon_{22}\rangle=fe_\perp+(1-f)e_\parallel,$$

while $\langle\varepsilon_{33}\rangle=e_\perp$. Wall motion therefore produces

$$\Delta\langle\mathbf P\rangle=P_s\Delta f\,(1,-1,0),\qquad \Delta\langle\varepsilon\rangle=J\,\Delta f\,\mathrm{diag}(1,-1,0).$$

The trace of the strain change is zero: the sample changes shape, not volume.

Whether these domains can meet without stress depends on the wall plane. Take the normal $\mathbf n=(1,1,0)/\sqrt2$ and the tangent $\mathbf t=(-1,1,0)/\sqrt2$. In both domains $\varepsilon_{tt}=\varepsilon_{nn}=(e_\parallel+e_\perp)/2$ and $\varepsilon_{33}=e_\perp$, so all strains within the wall plane match. The shear differs:

$$\varepsilon_{nt}=\tfrac12(-e_\parallel+e_\perp)=-\tfrac J2\ \text{(domain 1)},\qquad \varepsilon_{nt}=+\tfrac J2\ \text{(domain 2)}.$$

Because $\varepsilon_{nt}=\frac12(\partial_nu_t+\partial_tu_n)$ and the tangential derivative $\partial_tu_n$ of a continuous displacement is continuous, the jump $J$ in $\varepsilon_{nt}$ is carried by a jump $2J$ in $\partial_nu_t$. This is allowed, and no stress is needed. An edge perpendicular to the wall then kinks by $2J=0.0175$ rad, about $1.0$°. The wall is also free of bound charge, since $\mathbf n\cdot(P_s,-P_s,0)=0$.

For the same move from $f=0.4$ to $0.6$, $\langle\varepsilon_{11}\rangle$ rises from $0.4(0.00625)-0.6(0.0025)=0.00100$ to $0.6(0.00625)-0.4(0.0025)=0.00275$. The change is $J\Delta f=0.00175$, and $\langle\varepsilon_{22}\rangle$ falls by the same amount. The finite-element values agree.

As a contrast, the wall normal was turned to axis 1. The strains $\varepsilon_{22}$ on the two sides then do not match, and the plate stores about $6\times10^4$ J/m³ with the wall at 12 nm. The strain change is still $0.00175$, as the mean-stress argument requires. That calculation is purely mechanical and holds $|\mathbf P|=P_s$ in both domains; the stresses would shift $P$, and such a wall would also carry bound charge. The stored energy again refers to the 10 nm height and grows with it.

## What pushes each wall

The same distinction governs the driving force. Under uniform field $\mathbf E$ and stress $\sigma$, the energy density to be minimized in a domain is

$$g=F(\mathbf P)-\sigma_{ij}Q_{ijkl}P_kP_l-\mathbf E\cdot\mathbf P ,$$

apart from a term $-\frac12s\sigma\sigma$ common to all domains. Here $F$ is the Landau energy. Since $F$ is stationary at the spontaneous polarization, the small shift of $\mathbf P$ caused by $\mathbf E$ and $\sigma$ affects $g$ only at second order. The energy gained per swept volume when domain 1 replaces domain 2, which is the pressure on the wall, is thus to first order

$$p=g_2-g_1=\mathbf E\cdot(\mathbf P_1-\mathbf P_2)+\sigma_{ij}\left(\varepsilon^{(1)}_{ij}-\varepsilon^{(2)}_{ij}\right).$$

For a 180° wall the second term vanishes. With $\mathbf E=0$, $g$ is unchanged by $\mathbf P\to-\mathbf P$, so uniform stress alone gives no pressure at any order in this model.

For a 90° wall, a tensile stress of 10 MPa along axis 1 gives $10^7\times0.00875=8.75\times10^4$ Pa. Minimizing the full energies gives $8.76\times10^4$ Pa. The excess of about 0.1% relative to the first-order value is the second-order relaxation of $P$.

## Why 180° walls cannot be left out

The fallback claim takes a result for spontaneous strain and applies it to strain under a field. In a free single domain, $E=2a_1P+4a_{11}P^3$ along the polar axis. Differentiating at $P_s$,

$$\chi=\frac{dP}{dE}=\frac{1}{2a_1+12a_{11}P_s^2}=\frac{1}{(-0.5+1.5)\times10^9}=1.0\times10^{-9}\ \text{F/m},$$

$$d_{33}=\frac{d\varepsilon_{33}}{dE}=2Q_{11}P_s\chi=50\ \text{pm/V}.$$

The spontaneous strain is even in $P$, but $d_{33}$ is odd. A field along $+3$ lengthens the up domains and shortens the down domains.

Joined at a wall, the two domains cannot strain separately, so their mutual clamping must be considered. Let $q_3=2Q_{11}P$ and $q_2=2Q_{12}P$, with $P=\pm P_s$, for a wall normal along axis 1. The field is parallel to the wall and hence the same on both sides. To first order,

$$\delta P=\chi\Big(E+\sum_jq_j\sigma_j\Big),$$

$$\delta\varepsilon_i=\sum_js_{ij}\sigma_j+q_i\,\delta P=\sum_j\left(s_{ij}+\chi q_iq_j\right)\sigma_j+\chi q_iE,$$

where $i,j=2,3$ label normal components. The bracket is the compliance at constant field. It is even in $P$ and so equal in both domains. Averaging with $\langle\sigma_j\rangle=0$ removes the stress term, and the last term averages to $(2f-1)d_{33}E$ for $i=3$:

$$\langle\varepsilon_{33}\rangle=e_\parallel+(2f-1)\,d_{33}E .$$

The clamping stresses are present but cancel in the mean. A nonlinear solution for two mutually clamped domains gives slopes of $-10$, $0$, $10$ and $30$ pm/V at $f=0.4$, $0.5$, $0.6$ and $0.8$, as this formula states. With the walls fixed, the 180° pattern therefore sets the sign of the sample's piezoelectric coefficient and scales its size by $|2f-1|$.

Moving the wall at fixed field changes the strain by

$$\Delta\langle\varepsilon_{33}\rangle=2d_{33}E\,\Delta f .$$

At $E=10^6$ V/m and $\Delta f=0.2$ this is $2(5\times10^{-11})(10^6)(0.2)=2.0\times10^{-5}$. It is about 1/90 of the 90° value $1.75\times10^{-3}$, but it is not zero.

The driving pressure has a matching term. Stress along the polar axis changes the magnitude of the polarization to $P_s+d_{33}\sigma$, so under uniform stress the pressure on a 180° wall becomes $2P_sE+2d_{33}E\sigma$. The mutual clamping of the domains adds a further second-order term, proportional to $(2f-1)E^2$ and independent of $\sigma$; it vanishes at $f=\frac12$ and is about $\pm3$ Pa at $f=0.9$ and $0.1$ for $10^5$ V/m. For $10^5$ V/m and 10 MPa the two terms are $5\times10^4$ and $100$ Pa. Stress modifies the push of the field but supplies none by itself.

## The signature in an alternating field

Suppose the wall follows the field with $f=\frac12+\varphi\cos\omega t$ and $E=E_b+E_0\cos\omega t$, where $E_b$ is a constant bias. The strain added by the 180° wall motion is, to leading order,

$$2\varphi\cos\omega t\;d_{33}(E_b+E_0\cos\omega t)=2\varphi d_{33}E_b\cos\omega t+\varphi d_{33}E_0(1+\cos2\omega t).$$

Without bias there is a static part and a second harmonic, but no fundamental. For $\varphi=0.1$ and $E_0=10^6$ V/m each part is $5.0\times10^{-6}$, and the nonlinear solution reproduces both. A bias restores a fundamental. A 90° wall with the same amplitude of $f$ gives a fundamental spontaneous strain of amplitude $\varphi J=8.75\times10^{-4}$ with or without bias.

A second harmonic is not by itself proof of 180° wall motion. Within each domain $Q_{11}P^2$ contains a term in $E^2$ even when the walls are fixed; the values above are what remains after the fixed-wall strain is subtracted.

## What the data would allow

The argument could be repaired by using polarization and strain together. Suppose that, between two states at zero field and zero load, a fraction $a$ of the volume switches from $-3$ to $+3$ by 180° wall motion, and a fraction $b$ switches from axis 1 to $+3$ by 90° wall motion. Then

$$\Delta\langle P_3\rangle=2P_sa+P_sb,\qquad \Delta\langle\varepsilon_{33}\rangle=Jb,$$

where any change of $P_1$ is left aside. Solving the second equation for $b$ and inserting it in the first,

$$b=\frac{\Delta\langle\varepsilon_{33}\rangle}{J},\qquad a=\frac{1}{2}\left[\frac{\Delta\langle P_3\rangle}{P_s}-\frac{\Delta\langle\varepsilon_{33}\rangle}{J}\right].$$

This separation is valid if only these two kinds of switching occur, the domains are free of stress in both states, and the walls take up a negligible part of the volume. It compares end states and does not reveal the path. If polarization reverses through an intermediate 90° state, and a fraction $c$ is in that state at some moment, the spontaneous strain along the original axis is $(1-c)e_\parallel+ce_\perp=e_\parallel-cJ$. The sample contracts along that axis and recovers, although the end states have equal strain. Zero net strain therefore does not show that the reversal took place by 180° wall motion alone. Recording the strain during the reversal can reveal a 90° path if the contraction is clearly larger than the piezoelectric one, about $d_{33}E$ at small fields, which a field opposed to the polarization causes without any 90° state. A constant spontaneous strain does not exclude such a path: if some volume is in the 90° state from the start and as much enters it as leaves, $c$ does not change.

The strain changes computed here refer to prescribed wall positions and, for the 180° wall of finite width, to a prescribed profile. How far a given field moves a wall depends on pinning, which this analysis does not address.

## Calculated quantities

```
Landau a1 = -2.50e+08 J m/C^2
Landau a11, a12 = 2.00e+09, 8.00e+09 J m^5/C^4
Q11, Q12 = 0.100, -0.040 m^4/C^2
s11, s12 = 1.00e-11, -3.00e-12 1/Pa
Ps = 0.2500 C/m^2
spontaneous strain along P = 0.006250 (no unit)
spontaneous strain across P = -0.002500 (no unit)
strain difference (Q11-Q12)Ps^2 = 0.008750 (no unit)
plate width, height = 30.0, 10.0 nm
wall positions = 12.0, 18.0 nm
fraction change = 0.200 (no unit)
180 wall: width parameter w = 1.0 nm
180 wall at 12 nm: mean P = -0.0500 C/m^2
180 wall at 12 nm: mean axial strain = 0.0058333
180 wall at 18 nm: mean P = 0.0500 C/m^2
180 wall at 18 nm: mean axial strain = 0.0058333
180 wall: deficit fraction 2w/L = 0.06667
180 wall: change of mean P = 0.1000 C/m^2
180 wall: largest strain change = 1.2e-17
180 wall: elastic energy density = 3.085e+04 J/m^3
90 wall at 12 nm: mean P1, P2 = 0.1000, 0.1500 C/m^2
90 wall at 12 nm: mean strain 11, 22 = 0.001000, 0.002750
90 wall at 18 nm: mean P1, P2 = 0.1500, 0.1000 C/m^2
90 wall at 18 nm: mean strain 11, 22 = 0.002750, 0.001000
90 wall: change of P1, P2 = 0.0500, -0.0500 C/m^2
90 wall: change of strain 11, 22 = 0.001750, -0.001750
90 wall: edge kink = 0.01750 rad
90 wall: edge kink = 1.003 degree
90 compatible: elastic energy density = 7.4e-19 J/m^3
90 incompatible: elastic energy density = 6.305e+04 J/m^3
90 incompatible: change of strain 11 = 0.001750
test stress = 10.0 MPa
test field for pressures = 1.0e+05 V/m
pressure on 90 wall, stress only = 8.7605e+04 Pa
first-order value sigma*strain jump = 8.7500e+04 Pa
pressure on 90 wall, field only = 2.4995e+04 Pa
pressure on 180 wall, stress only = 9.3e-10 Pa
pressure on 180 wall, field only = 5.0000e+04 Pa
180 cross term from field and stress = 99.90 Pa
chi = 1.000e-09 F/m
d33 formula = 50.000 pm/V
d33 finite difference = 50.000 pm/V
clamped pair f = 0.4: strain slope = -10.000 pm/V
clamped pair f = 0.5: strain slope = 0.000 pm/V
clamped pair f = 0.6: strain slope = 10.000 pm/V
clamped pair f = 0.8: strain slope = 30.000 pm/V
field for strain example = 1.0e+06 V/m
180 strain change at field, f 0.4 to 0.6 = 2.0001e-05
formula 2*d33*E*df = 2.0000e-05
oscillation amplitude of f = 0.10
180 added strain, static part = 5.000e-06
180 added strain, fundamental = 4.7e-19
180 added strain, second harmonic = 4.999e-06
90 fundamental strain, same amplitude = 8.750e-04
```
